**PAW X-ray structure factors tested on hydrogen**

The structure factor F(G) is the Fourier integral of the electron density over one cell. In PAW it equals the smooth-density part plus Fourier–Bessel transforms of n1 − ñ1, the difference of the all-electron and smooth one-centre densities, and of the core density. For hydrogen, the program asserts that a three-dimensional grid transform plus a radial correction reproduces exp(−iG·R)(1 + q²/4)⁻², where R is the atom position and q = |G|. At a grid spacing of 0.25 bohr the largest error over seven reflections is 2.6 × 10⁻⁷ electrons, against 6.8 × 10⁻⁴ when the cusped density is sampled directly. For a model density with a core and an s–p mixture, the program asserts agreement between the formula and a direct three-dimensional integral to within 10⁻⁹ electrons. The l = 2 term in that case is very small, so it is tested less sharply than the others. A last case asserts that the formula misses by more than 5 × 10⁻⁴ electrons when the smooth orbital contains a part that the projector cannot see; the output shows an error of −0.0018 electrons.

## Program and output

```python
"""PAW X-ray structure factors, Hartree atomic units.
Result under test:
  F(G) = smooth part + exp(-iG.R) * sum_L 4 pi (-i)^l Y_L(G)
         * int r^2 j_l(G r) [n1_L - nt1_L] dr + core term,
where n1 and nt1 are the all-electron and smooth one-centre densities.
For hydrogen the total must be exp(-iG.R) (1 + q^2/4)^-2, q = |G|.
R: atom position, rc: sphere radius, zeta: exponent of a model core orbital.
"""
import numpy as np
from scipy.special import spherical_jn

rc = 1.5


def smooth_exp(k, r):
    """exp(-k r), replaced inside rc by its cubic Taylor polynomial in r^2."""
    u, u0 = k * np.asarray(r, dtype=float), k * rc
    d = u**2 - u0**2
    inner = np.exp(-u0) * (1 - d / (2 * u0) + d**2 * (u0 + 1) / (8 * u0**3)
                           - d**3 * (u0**2 + 3 * u0 + 3) / (48 * u0**5))
    return np.where(u < u0, inner, np.exp(-u))


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def hydrogen_factor(q):
    return (1 + q**2 / 4)**-2


# Smooth matching: the mismatch must vanish as the fourth power of rc - r.
gap = [float(np.exp(-(rc - h)) - smooth_exp(1, rc - h)) for h in (0.02, 0.01)]
assert 14 < gap[0] / gap[1] < 18

r_in, w_in = gauss(0, rc, 80)
r_out, w_out = gauss(rc, 40, 140)
r_all, w_all = np.r_[r_in, r_out], np.r_[w_in, w_out]


def sphere_part(q):
    difference = (np.exp(-2 * r_in) - smooth_exp(1, r_in)**2) / np.pi
    return 4 * np.pi * np.sum(w_in * r_in**2 * spherical_jn(0, q * r_in)
                              * difference)


# Hydrogen in a periodic cell: three-dimensional grid plus radial correction.
side = 12.0
position = np.array([2.0, 3.0, 5.0])


def grid_factors(n):
    """Structure factors of smooth and of all-electron density on n^3 points."""
    x = np.arange(n) * side / n
    smooth, full = np.zeros((n, n, n)), np.zeros((n, n, n))
    for image in np.ndindex(3, 3, 3):
        c = position + side * (np.array(image) - 1)
        r = np.sqrt((x[:, None, None] - c[0])**2 + (x[None, :, None] - c[1])**2
                    + (x[None, None, :] - c[2])**2)
        smooth += smooth_exp(1, r)**2 / np.pi
        full += np.exp(-2 * r) / np.pi
    dv = (side / n)**3
    return np.fft.fftn(smooth) * dv, np.fft.fftn(full) * dv


reflections = [(0, 0, 0), (1, 0, 0), (2, 0, 0), (2, 2, 1), (4, 0, 0),
               (6, 0, 0), (8, 0, 0)]
print(f"Sphere radius rc = {rc:.2f} bohr; cell side = {side:.1f} bohr")
print("Atom position =", position, "bohr")
print(f"1s orbital at nucleus: true {1/np.sqrt(np.pi):.5f}, smooth "
      f"{float(smooth_exp(1, 0))/np.sqrt(np.pi):.5f} bohr^-3/2")
errors = {}
for n in (24, 48):
    smooth_F, full_F = grid_factors(n)
    chosen = reflections + ([(16, 0, 0)] if n == 48 else [])
    paw_errors, direct_errors = [], []
    if n == 48:
        print("Hydrogen, 48^3 grid, phase exp(-iG.R) removed, in electrons:")
        print("  hkl        q(1/bohr)  smooth    sphere    sum       closed form")
    for m in chosen:
        G = 2 * np.pi * np.array(m) / side
        q = np.linalg.norm(G)
        phase = np.exp(-1j * G @ position)
        exact = phase * hydrogen_factor(q)
        on_site = sphere_part(q)
        total = smooth_F[m] + phase * on_site
        paw_errors.append(abs(total - exact))
        direct_errors.append(abs(full_F[m] - exact))
        if n == 48:
            print(f"  {str(m):11s}{q:8.4f}  {(smooth_F[m]/phase).real:9.6f} "
                  f"{on_site:9.6f} {(total/phase).real:9.6f} "
                  f"{hydrogen_factor(q):9.6f}")
            if m == (1, 0, 0):
                example = total
    # errors compared on the same seven reflections for both grids
    count = len(reflections)
    errors[n] = max(paw_errors[:count]), max(direct_errors[:count])
    # remaining error: aliasing of the smooth density on a finite grid
    assert max(paw_errors) < (2e-4 if n == 24 else 1e-5)
    assert errors[n][1] > 10 * errors[n][0]
print(f"F(1,0,0) with phase = {example.real:.6f} {example.imag:+.6f} i electrons")
print("Largest error over the first seven reflections, electrons:")
for n, (paw, direct) in errors.items():
    print(f"  spacing {side/n:.2f} bohr: PAW {paw:.1e}, direct sampling {direct:.1e}")
assert errors[48][0] < errors[24][0]

# Model density: 1s-2pz superposition plus a compact two-electron core.
cs, cp, zeta, q, cos_q = 0.8, 0.6, 5.0, 2.0, 0.6
sin_q = np.sqrt(1 - cos_q**2)


def radial_pair(r, smooth):
    e = smooth_exp if smooth else (lambda k, s: np.exp(-k * s))
    return 2 * e(1.0, r), r * e(0.5, r) / (2 * np.sqrt(6))


def core_density(r):
    return 2 * zeta**3 / np.pi * np.exp(-2 * zeta * r)


cos_t, w_t = gauss(-1, 1, 80)
sin_t = np.sqrt(1 - cos_t**2)
phi = 2 * np.pi * np.arange(128) / 128
projection = cos_q * cos_t[:, None] + sin_q * sin_t[:, None] * np.cos(phi)


def direct_integral(smooth, with_core):
    """Fourier integral in three dimensions, without a Bessel expansion."""
    total = 0j
    for r, w in zip(r_all, w_all):
        Rs, Rp = radial_pair(r, smooth)
        psi = (cs * Rs + cp * Rp * np.sqrt(3) * cos_t) / np.sqrt(4 * np.pi)
        density = psi**2 + (core_density(r) if with_core else 0.0)
        angular = np.exp(-1j * q * r * projection).sum(axis=1) * 2 * np.pi / 128
        total += w * r**2 * np.sum(w_t * density * angular)
    return total


def multipoles(smooth):
    Rs, Rp = radial_pair(r_in, smooth)
    return [(cs**2 * Rs**2 + cp**2 * Rp**2) / np.sqrt(4 * np.pi),
            2 * cs * cp * Rs * Rp / np.sqrt(4 * np.pi),
            cp**2 * Rp**2 / np.sqrt(5 * np.pi)]


Y = [np.sqrt(1 / (4 * np.pi)), np.sqrt(3 / (4 * np.pi)) * cos_q,
     np.sqrt(5 / (16 * np.pi)) * (3 * cos_q**2 - 1)]
terms = [4 * np.pi * (-1j)**l * Y[l]
         * np.sum(w_in * r_in**2 * spherical_jn(l, q * r_in) * (a - s))
         for l, (a, s) in enumerate(zip(multipoles(False), multipoles(True)))]
core = 4 * np.pi * np.sum(w_all * r_all**2 * spherical_jn(0, q * r_all)
                          * core_density(r_all))
assert abs(core - 2 * (1 + q**2 / (4 * zeta**2))**-2) < 1e-9
smooth_part = direct_integral(True, False)
reference = direct_integral(False, True)
formula = smooth_part + sum(terms) + core
assert abs(formula - reference) < 1e-9
assert min(abs(t) for t in terms) > 1e-7  # every multipole is really tested
print(f"Model density: cs = {cs}, cp = {cp}, zeta = {zeta} 1/bohr, "
      f"q = {q} 1/bohr, cos(theta_q) = {cos_q}")
print("Contributions (real, imaginary), electrons:")
labels = ["smooth", "sphere l=0", "sphere l=1", "sphere l=2", "core",
          "PAW sum", "direct 3D"]
for name, z in zip(labels, [smooth_part, *terms, core, formula, reference]):
    print(f"  {name:11s} {np.real(z):11.7f} {np.imag(z):11.7f}")

# Incomplete expansion: a smooth orbital with a part the projector cannot see.
R_true, R_smooth = 2 * np.exp(-r_in), 2 * smooth_exp(1, r_in)
projector = (1 - (r_in / rc)**2)**2 * R_smooth
projector /= np.sum(w_in * r_in**2 * projector * R_smooth)
bump = np.exp(-4 * r_in**2)
unseen = bump - R_smooth * np.sum(w_in * r_in**2 * projector * bump)
orbital = R_smooth + 0.2 * unseen
c = np.sum(w_in * r_in**2 * projector * orbital)
transformed = orbital + c * (R_true - R_smooth)
paw_density = orbital**2 + c**2 * (R_true**2 - R_smooth**2)
miss = np.sum(w_in * r_in**2 * spherical_jn(0, r_in)
              * (paw_density - transformed**2))
assert abs(miss) > 5e-4
print(f"Incomplete expansion (unseen amplitude 0.2): projection = {c:.6f}")
print(f"  error of PAW formula at q = 1 1/bohr: {miss:.6f} electrons")
print("OK")
```

Printed output:

```
Sphere radius rc = 1.50 bohr; cell side = 12.0 bohr
Atom position = [2. 3. 5.] bohr
1s orbital at nucleus: true 0.56419, smooth 0.31767 bohr^-3/2
Hydrogen, 48^3 grid, phase exp(-iG.R) removed, in electrons:
  hkl        q(1/bohr)  smooth    sphere    sum       closed form
  (0, 0, 0)    0.0000   0.926957  0.073043  1.000000  1.000000
  (1, 0, 0)    0.5236   0.803932  0.071897  0.875829  0.875829
  (2, 0, 0)    1.0472   0.547397  0.068566  0.615964  0.615964
  (2, 2, 1)    1.5708   0.319170  0.063356  0.382526  0.382525
  (4, 0, 0)    2.0944   0.170764  0.056725  0.227489  0.227488
  (6, 0, 0)    3.1416   0.041759  0.041416  0.083175  0.083175
  (8, 0, 0)    4.1888   0.007622  0.026844  0.034466  0.034466
  (16, 0, 0)   8.3776   0.000030  0.002877  0.002908  0.002907
F(1,0,0) with phase = 0.437915 -0.758490 i electrons
Largest error over the first seven reflections, electrons:
  spacing 0.50 bohr: PAW 3.2e-05, direct sampling 1.2e-02
  spacing 0.25 bohr: PAW 2.6e-07, direct sampling 6.8e-04
Model density: cs = 0.8, cp = 0.6, zeta = 5.0 1/bohr, q = 2.0 1/bohr, cos(theta_q) = 0.6
Contributions (real, imaginary), electrons:
  smooth        0.1207317  -0.0386581
  sphere l=0    0.0371725   0.0000000
  sphere l=1    0.0000000  -0.0013805
  sphere l=2   -0.0000008   0.0000000
  core          1.8491124   0.0000000
  PAW sum       2.0070158  -0.0400386
  direct 3D     2.0070158  -0.0400386
Incomplete expansion (unseen amplitude 0.2): projection = 1.000000
  error of PAW formula at q = 1 1/bohr: -0.001803 electrons
OK
```
